# Transient photocurrents from power-law waiting times in disordered films, part 2

A film of thickness $L$ lies between plane contacts in a uniform field $F$. At $t=0$ a light pulse creates a thin sheet of carriers at $x=0$. They drift to the contact at $x=L$, which removes them. They are too few to alter the field, and none is lost on the way.

Each carrier waits, hops, and waits again. The waits are independent, with density $\psi(t)$, and the first starts at $t=0$. The probability that a wait exceeds $t$ is $\Phi(t)$, and at long times

$$\Phi(t)\to\frac{(t/\tau)^{-\alpha}}{\Gamma(1-\alpha)},\qquad 0<\alpha<1 ,$$

which defines $\tau$. Hops are at first forward steps of length $\ell$, with $N=L/\ell\gg1$. A tilde marks a Laplace transform in $s$, and $\Lambda(s)=1-\tilde\psi(s)=s\tilde\Phi(s)$.

Part (a): the current per unit injected charge is $I(t)=\frac1L\frac{d\langle x\rangle}{dt}$, with carriers that have left counted at $x=L$. The $k$-th hop occurs at time $T_k$, whose density has the transform $\tilde\psi^{\,k}$. Hence

$$\tilde I(s)=\frac{\tilde\psi\,(1-\tilde\psi^{\,N})}{N(1-\tilde\psi)}. \tag{1}$$

$$\Lambda(s)\to(s\tau)^\alpha\qquad(s\tau\ll1). \tag{2}$$

For a thick film $I(t)=f(u)/t_T$, with $u=t/t_T$ and $t_T=\tau N^{1/\alpha}$.

Part (d) inverts the transform along two straight rays from $z=st=1$, at angles $\pm\theta$ to the positive real axis, with $\pi/2<\theta<\min(\pi,\pi/2\alpha)$. It finds

$$f(u)\to\frac{u^{\alpha-1}}{\Gamma(\alpha)}\qquad(u\ll1). \tag{4}$$

$$f(u)=-\frac1\pi\sum_{n=1}^\infty\frac{(-1)^n}{(n+1)!}\sin(n\pi\alpha)\,\Gamma(1+n\alpha)\,u^{-1-n\alpha}. \tag{5}$$

$$f(u)\to\frac{\alpha}{2\Gamma(1-\alpha)}\,u^{-1-\alpha}\qquad(u\gg1). \tag{6}$$

Part (e): the slopes $d\ln I/d\ln t$ are $-(1-\alpha)$ early and $-(1+\alpha)$ late, with sum $-2$. The late current comes from carriers delayed by one exceptionally long wait, so $I(t)\approx\frac N2\psi(t)$. The two power laws cross at

$$t_x=t_T\left[\frac{\Gamma(1+\alpha)}{2\Gamma(1-\alpha)}\right]^{1/(2\alpha)}, \tag{7}$$

and the apparent mobility is $\mu_x=L/(Ft_x)$.

### (g) Show that an exponential distribution of trap depths produces the power law, and find $\alpha$ and $\tau$.

**Solution.** Let a carrier fall into a trap of depth $E$ with probability density $e^{-E/E_0}/E_0$, and let it be released by heat at the rate $\nu e^{-E/kT}$. Averaging the survival probability over depth gives

$$\Phi(t)=\int_0^\infty\frac{dE}{E_0}\,e^{-E/E_0}\exp\!\left(-\nu t\,e^{-E/kT}\right).$$

Put $y=e^{-E/kT}$, so that $dE=-kT\,dy/y$ and $e^{-E/E_0}=y^{kT/E_0}$. With

$$\alpha=\frac{kT}{E_0}$$

the integral becomes

$$\Phi(t)=\alpha\int_0^1y^{\alpha-1}e^{-\nu ty}dy .$$

For $\nu t\gg1$ the upper limit may be moved to infinity with an exponentially small error, and $\Phi\to\alpha\Gamma(\alpha)(\nu t)^{-\alpha}=\Gamma(1+\alpha)(\nu t)^{-\alpha}$. Comparison with the definition of $\tau$ gives

$$\tau^\alpha=\Gamma(1+\alpha)\Gamma(1-\alpha)\,\nu^{-\alpha}=\frac{\pi\alpha}{\sin\pi\alpha}\,\nu^{-\alpha}.$$

The power law thus comes from two competing exponentials: deep traps are exponentially rare, but they hold a carrier for exponentially long. The condition $\alpha<1$ means $kT<E_0$.

A calculation at finite times needs $\Lambda$ beyond its leading term. Let $p=s/\nu$. The transform of $e^{-\nu ty}$ is $1/(s+\nu y)$, hence

$$\Lambda=s\tilde\Phi=\alpha p\int_0^1\frac{y^{\alpha-1}}{y+p}\,dy .$$

Write the integral as the one from 0 to $\infty$ minus the one from 1 to $\infty$. For the first, use $1/(y+p)=\int_0^\infty e^{-(y+p)v}dv$:

$$\int_0^\infty\frac{y^{\alpha-1}}{y+p}dy=\Gamma(\alpha)\int_0^\infty v^{-\alpha}e^{-pv}dv=\Gamma(\alpha)\Gamma(1-\alpha)p^{\alpha-1}=\frac{\pi}{\sin\pi\alpha}\,p^{\alpha-1}.$$

For the second, with $|p|<1$, expand $1/(y+p)=\sum_k(-p)^ky^{-k-1}$ and integrate each term, $\int_1^\infty y^{\alpha-2-k}dy=1/(k+1-\alpha)$. Together,

$$\Lambda=\frac{\pi\alpha}{\sin\pi\alpha}\,p^\alpha-\alpha p\sum_{k=0}^\infty\frac{(-p)^k}{k+1-\alpha}. \tag{8}$$

The first term is $(s\tau)^\alpha$. The next is smaller by a factor of order $p^{1-\alpha}$, so the transform approaches equation (2) slowly when $\alpha$ is close to one, although $\Phi$ itself reaches its power law quickly.

### (h) Carriers also diffuse, and some hops go backwards. Do the slopes survive?

**Solution.** Let the displacements $d_k$ be independent of each other and of the waits, with mean $\ell>0$ and variance $\sigma^2$. The number of hops needed to reach $x=L$ is now a random number $n_L$. The injecting contact is assumed to have no effect on carriers that wander back, as if the film continued behind $x=0$. The $k$-th hop takes place by time $t$ if $n_L\ge k$ and $T_k\le t$. The first condition depends on the displacements before $d_k$ alone, and the second on the waits alone, so $d_k$ is independent of both. Its average factors out:

$$\langle x(t)\rangle=\ell\sum_{k=1}^\infty P(n_L\ge k)\,P(T_k\le t).$$

At infinite time this reads $L=\ell\langle n_L\rangle$, if landing slightly beyond $L$ is ignored; hence $\langle n_L\rangle=N$. Differentiating, transforming and summing as in part (a),

$$\tilde I(s)=\frac1N\Big\langle\sum_{k=1}^{n_L}\tilde\psi^{\,k}\Big\rangle=\frac{\tilde\psi\,\big(1-\langle\tilde\psi^{\,n_L}\rangle\big)}{N\Lambda}.$$

At early times $N\Lambda\gg1$. If $n_L$ is narrowly distributed about $N$, then $\langle\tilde\psi^{\,n_L}\rangle$ is negligible and the early law is unchanged. At late times insert $\tilde\psi^{\,k}\approx1-k\Lambda$ and $\sum_{k\le n}k=n(n+1)/2$:

$$\tilde I\approx1-\frac{\langle n_L^2\rangle+N}{2N}\Lambda=1-\frac N2\left[1+\frac{\mathrm{Var}(n_L)}{N^2}+\frac1N\right]\Lambda .$$

The constant belongs to no current at $t>0$, and $\Lambda\propto s^\alpha$ as before. The bracket changes the amplitude of the late current and leaves its exponent alone.

The variance follows from the sum of $d_k-\ell$ up to exit, which equals $L-n_L\ell$. Its terms are uncorrelated, so its mean square is $\sigma^2N$. The same mean square is $\ell^2\mathrm{Var}(n_L)$, and thus $\mathrm{Var}(n_L)/N^2=\sigma^2/(\ell^2N)$.

For trapping, one hop is a release followed by free motion until the next capture. The free time is exponentially distributed with mean $\tau_f$, the band mobility is $\mu_0$, and $\ell=\mu_0F\tau_f$. Diffusion contributes $2D\tau_f$ to $\sigma^2$, with $D=\mu_0kT/q$, and the random free time contributes $(\mu_0F\tau_f)^2=\ell^2$. With $\mu_0\tau_f=\ell/F$ and $N\ell=L$,

$$\frac{\mathrm{Var}(n_L)}{N^2}=\frac{2kT}{qFL}+\frac1N .$$

With the film continued behind $x=0$, diffusion is therefore a small correction when the voltage $FL$ is much larger than $2kT/q$.

### (i) Evaluate the current for a 2000 nm film at $5\times10^4$ V/cm and 300 K.

Take $E_0=0.045$ eV, $\nu=10^{12}\ \mathrm{s^{-1}}$, $\mu_0=1\ \mathrm{cm^2/Vs}$, $\tau_f=1$ ps, and $10^9$ injected carriers per $\mathrm{cm^2}$. These are round numbers in the rough regime of holes in hydrogenated amorphous silicon.

**Solution.** At 300 K, $kT=0.02585$ eV and, with $kT$ left unrounded, $\alpha=kT/E_0=0.5745$. The expected slopes are $-0.4255$ and $-1.5745$. The mean hop is

$$\ell=1\times(5\times10^4)\times10^{-12}\ \mathrm{cm}=0.5\ \mathrm{nm},\qquad N=\frac{2000}{0.5}=4000 .$$

Part (g) gives $\tau=2.93$ ps, and then

$$t_T=2.93\ \mathrm{ps}\times4000^{1/0.5745}=5.46\ \mu\mathrm s,\qquad t_x=0.261\,t_T=1.43\ \mu\mathrm s .$$

The exponent $1/\alpha$ turns picosecond events into a transit of microseconds. The apparent mobility is

$$\mu_x=\frac{2\times10^{-4}\ \mathrm{cm}}{5\times10^4\ \mathrm{V/cm}\times1.43\times10^{-6}\ \mathrm s}=2.8\times10^{-3}\ \mathrm{cm^2/Vs},$$

far below the band mobility. In a film twice as thick at the same field it would be $1.7\times10^{-3}\ \mathrm{cm^2/Vs}$.

The current density is $J=QI$ with $Q=1.6\times10^{-10}\ \mathrm{C/cm^2}$. It was computed from equations (1) and (8) with fixed hops and $N=4000$. The Laplace transform was inverted by Gauss–Legendre quadrature along the two rays of part (d), and the slopes are central differences over $\pm0.05$ in $\ln t$.

| $t/t_x$ | $t$ ($\mu$s) | $J$ ($\mu$A/cm²) | slope |
|---:|---:|---:|---:|
| 0.01 | 0.0143 | 238 | −0.427 |
| 0.1 | 0.143 | 89.3 | −0.426 |
| 1 | 1.43 | 24.8 | −1.028 |
| 10 | 14.3 | 0.947 | −1.580 |
| 100 | 143 | 0.0244 | −1.587 |

The slopes at $t_x/10$ and $10t_x$ sum to $-2.006$, and those at $t_x/100$ and $100t_x$ to $-2.014$. At the crossing both asymptotes give $33.5\ \mu\mathrm{A/cm^2}$. The computed current there is $24.8/33.5=0.74$ of this, because the true curve rounds the corner.

The wider pair of times lies slightly further from $-2$, and the late slope is the main cause. In equation (5) the factor $-\sin(n\pi\alpha)$ is positive for $n=2$ and for $n=3$ when $\alpha=0.5745$, since $2\alpha$ and $3\alpha$ both lie between 1 and 2. The sign $(-1)^n$ then makes the second term positive and the third negative. A positive term that decays faster than the leading one steepens the curve, and a negative one flattens it. At $10t_x$ the third term, helped by a smaller negative fourth term, cancels most of the steepening due to the second. At $100t_x$ the third term has shrunk more than the second, and the steepening shows more clearly. At later times both corrections vanish and the slope tends to $-1.5745$, as long as the trap distribution continues to sufficient depth.

For the thickness law, take the time at which half the charge has passed, found from the numerical inverse of $\tilde I/s$. Doubling $L$ at fixed field multiplies this time by 3.344, against $2^{1/\alpha}=3.342$ from the scaling law.

Temperature acts strongly through $\alpha$. With the film, field, hop length and $\nu$ held fixed, 250 K gives $\alpha=0.479$ and $t_x=19.3\ \mu$s, while 350 K gives $\alpha=0.670$ and $t_x=0.237\ \mu$s.

### (j) Which neglected effects limit the result for this film?

**Solution.** *Finite depth of the trap distribution.* Suppose the exponential tail stops at a rough depth of 0.60 eV. The slowest release then takes $\nu^{-1}e^{0.60/0.02585}=12$ ms. By part (e) the late current follows the density of single waits, and beyond this time that density falls exponentially. Repeating the inversion with the truncated distribution gives a slope of $-1.588$ at $100t_x$, hardly changed, but $-2.26$ at 12 ms. The late power law therefore has a finite window, from some multiple of $t_x$ to well below the slowest release time.

*Permanent capture.* Let free carriers be lost to deep defects with a rough free lifetime of 30 ns. The loss probability per hop is $c=1\ \mathrm{ps}/30\ \mathrm{ns}$, and each factor $\tilde\psi$ becomes $(1-c)\tilde\psi$. For small $c$ and $\Lambda$ the transform is $G(N\Lambda+Nc)$ with $G(z)=(1-e^{-z})/z$. Setting $\Lambda=0$ gives the collected fraction. The total free flight takes $L/(\mu_0F)=4$ ns, so $Nc=4/30=0.133$ and $G(0.133)=0.94$: the circuit passes about 6% less charge. The fraction of carriers captured on the way is larger, $1-e^{-0.133}\approx12\%$, because a captured carrier has already induced part of its charge. At late times

$$G(N\Lambda+Nc)\approx G(Nc)+G'(Nc)\,N\Lambda ,$$

so the current still comes from a term in $s^\alpha$ and keeps the slope $-(1+\alpha)$ with a smaller amplitude. The slopes at $t_x/100$ and $100t_x$ now sum to $-2.018$. This shift comes from the early slope, which loss steepens by an amount that grows with $c/\Lambda$ as transit approaches: from $-0.427$ to $-0.431$ at $t_x/100$ and from $-0.426$ to $-0.442$ at $t_x/10$, where the sum with the slope at $10t_x$ becomes $-2.022$. The distortion of the early law becomes strong if $c$ is comparable with $\Lambda$ before transit, that is, if $Nc$ is of order one or larger.

*Diffusion.* With $FL=10$ V, $2kT/(qFL)=0.0052$. The number of hops to the exit spreads by about 7% of its mean. The bracket in part (h) is $1+0.0052+2/4000$, so the late amplitude rises by about 0.6% over equation (6), or about 0.5% over the fixed-hop values of the table. This holds for a film treated as continuing behind $x=0$; an injecting contact that turns back every returning carrier nearly removes the rise. Within about $kT/(qF)=5$ nm of that contact diffusion outweighs drift, and a contact that collects returning carriers would take most of those created right beside it. If creation is spread over some 100 nm, the loss is a few per cent.

*Free-flight time.* The table treats each hop as instantaneous. The free time adds $s\tau_f$ to $\Lambda$, which for $\tau_f=1/\nu$ is of the same order as the second term of equation (8). It changes the slope at $t_x/100$ from $-0.427$ to $-0.426$, the current at $t_x/10$ from 89.3 to 89.2, and the sum at $t_x/100$ and $100t_x$ from $-2.014$ to $-2.013$. Together with diffusion it changes the entries at $t_x$ to 24.7 and about $-1.02$, and the two late currents to 0.953 and 0.0245. The last digits of the table therefore belong to the fixed-hop model.

*Field-assisted release.* If the field lowers each barrier by the energy gained over 1 nm, 5 meV, then this energy is $0.19\,kT$ and the release rates rise by a factor of 1.21. A common factor in all rates acts like a larger $\nu$. It shortens $t_x$ by the same factor and leaves the slopes unchanged. This estimate is meant for traps that are neutral when empty. A trap that is charged when empty holds the carrier behind a Coulomb barrier, which the field can lower by much more; such traps are not included here.

*Space charge and light absorption.* For a relative permittivity of 12, the injected sheet changes the field by 0.3%. A rough generation depth of 100 nm is 5% of the film, so the carriers do not all start from one plane. A carrier that starts deeper has fewer hops in which to be delayed and less distance left to cross, so the late current varies as the square of the remaining distance. It falls by about 10% for an exponential profile of mean depth 100 nm, and by about 5% for creation spread evenly over the first 100 nm.

*Time limits of the measurement.* A circuit resistance of 50 ohm and a contact area of $0.01\ \mathrm{cm^2}$ give a response time of 2.7 ns, below the first time in the table. For a rough dark conductivity of $10^{-10}$ S/cm, dielectric relaxation takes 11 ms. At longer times the field may no longer be uniform, depending on how the contacts supply or block the dark current. This is also about the time at which the assumed trap distribution ends.

*The real material.* Hole drift mobilities in good hydrogenated amorphous silicon near room temperature are roughly $10^{-3}$ to $10^{-2}\ \mathrm{cm^2/Vs}$, and the model value of $2.8\times10^{-3}$ lies in this range. That agreement tests only a combination of the parameters: a tenfold larger $\nu$ with a $\tau_f$ smaller by a factor of $10^\alpha=3.75$ gives the same value. The free time in particular is uncertain. Since $N\propto1/\tau_f$, halving $\tau_f$ with all else fixed multiplies $t_x$ by 3.34, a larger change than any correction sized above for times near transit. In real films the band tail need not be a single exponential. The exponent then drifts with time as deeper states come into play, and the two measured slopes refer to different values of $\alpha$. If these are $\alpha_1$ before and $\alpha_2$ after transit, and each drifts slowly enough for the local power laws to hold, the sum is roughly $-2+\alpha_1-\alpha_2$. A measured sum away from $-2$ can thus signal a changing exponent, but the finite time window, loss and a limited trap depth must be sized first.
